# Comparing strain and interaction energies at different transition states

**The argument under review**

The manuscript compares two reactions, A and B, in which the same substrate is attacked by two different reagents. In both, one bond of the substrate stretches while the reagent approaches. The energy at each saddle point is split into the strain of the deformed substrate and the interaction between substrate and reagent. The reagents are treated as rigid, so they carry no strain. The author reports, in hartree and relative to separated reactants:

| | strain | interaction | barrier |
|---|---|---|---|
| A | 0.0896 | −0.0599 | 0.0297 |
| B | 0.0647 | −0.0509 | 0.0138 |

(Entries, sums and differences are rounded separately, so they may disagree by one unit in the last digit.)

The author then argues: "From A to B the strain falls by 0.0250 and the interaction weakens by 0.0090. Reagent B therefore binds the substrate less well, and its lower barrier is due to reduced strain. To lower the barrier further, one should make the substrate easier to deform."

The table is a correct decomposition of each barrier. My objection is to the word "therefore". The two rows refer to substrates that are deformed differently, and the argument never asks how much of each difference comes from that.

**What a saddle point fixes**

Let $x$ measure the stretch of the substrate, and write the energy along the reaction path as

$$E(x)=S(x)+I(x),$$

with $S$ the strain and $I$ the interaction, negative when attractive. The saddle $x^*$ is a maximum along the path, so

$$S'(x^*)=-I'(x^*)\equiv s,\qquad \kappa\equiv-E''(x^*)>0 .$$

I take $s>0$: strain is still rising at the saddle. The slopes cancel there; the energies do not, and their sum is the barrier.

This cancellation is what makes the comparison treacherous. Move a short distance $\delta x$ from the saddle on unchanged curves. Strain changes by $s\,\delta x$ and interaction by $-s\,\delta x$. The total does not change to first order, but each part does. A mere displacement can thus look like "less strain, weaker interaction", which is the pattern in the manuscript.

**How a stronger interaction moves the saddle**

Keep the strain curve and replace $I(x)$ by $I(x)-\varepsilon h(x)$, with $h>0$ and small $\varepsilon>0$. The interaction is now stronger at every $x$. The new saddle $x^*(\varepsilon)$ satisfies

$$S'(x^*)+I'(x^*)-\varepsilon h'(x^*)=0 .$$

Differentiate with respect to $\varepsilon$, remembering that $x^*$ moves, and set $\varepsilon=0$:

$$\bigl[S''+I''\bigr]\frac{dx^*}{d\varepsilon}-h'=0 .$$

The bracket is $E''=-\kappa$, hence

$$\frac{dx^*}{d\varepsilon}=-\frac{h'}{\kappa}.$$

The saddle becomes earlier if the added stabilization grows along the path, stays put if it is uniform, and becomes later if it fades. Being stronger is not enough; the sign of $h'$ decides.

The strain read at the moving saddle changes by

$$\frac{dS^*}{d\varepsilon}=s\,\frac{dx^*}{d\varepsilon}=-\frac{s h'}{\kappa}.$$

The interaction changes both because its curve is lowered and because it is read elsewhere:

$$\frac{dI^*}{d\varepsilon}=-h+I'\frac{dx^*}{d\varepsilon}=-h+\frac{s h'}{\kappa},$$

where $I'=-s$ supplied the second sign change. Adding the two gives

$$\frac{dE^*}{d\varepsilon}=-h(x^*).$$

To first order the barrier responds to the change of the curve at the old saddle and to nothing else. The separate energies also contain $\pm sh'/\kappa$, which can be larger than $h$. The interaction appears weaker, although it was strengthened everywhere, when $sh'/\kappa>h$.

A useful special case is an interaction multiplied by a factor $\lambda$. Near $\lambda=1$ this means $h=-I=|I|$ and $\varepsilon=\lambda-1$, so $h'=-I'=s$ at the saddle. With

$$R=\frac{s^2}{\kappa|I^*|}$$

the derivatives at $\lambda=1$ become

$$\frac{dS^*}{d\ln\lambda}=-R|I^*|,\qquad \frac{dI^*}{d\ln\lambda}=-(1-R)|I^*| .$$

Scaling up the interaction makes the saddle earlier, since $h'=s>0$, but makes the saddle interaction look weaker only if $R>1$. At given $s$ and $|I^*|$, a flatter barrier top, with smaller $\kappa$, favours this because its saddle moves farther.

**A model that reproduces the manuscript's table**

The author's numbers can be generated with a strain function that is identical in A and B. Let $r$ be the stretch and $d$ the approach distance measured from a reference contact, both in bohr, and take

$$E(r,d)=\tfrac12 kr^2+Pe^{-2d}-Ce^{r-d}.$$

The second term is Pauli repulsion. The third is an attraction that grows as the bond stretches. The round parameters are $k=0.08$ hartree/bohr² and $C=0.06$ hartree in both reactions, with $P=0.300$ hartree in A and $0.225$ hartree in B. No particular molecule is meant. At any common geometry $(r,d)$ the interaction in B is lower than in A by $0.075\,e^{-2d}$ hartree. Reagent B is the better partner everywhere, because it is less repulsive.

At fixed $r$, let the reagent find its best distance. With $t=e^{-d}$ the interaction is $Pt^2-Ce^rt$. Its derivative with respect to $t$ vanishes at $t=Ce^r/(2P)$, a minimum because $P>0$. Inserting this value,

$$I(r)=\frac{C^2e^{2r}}{4P}-\frac{C^2e^{2r}}{2P}=-Ge^{br},\qquad G=\frac{C^2}{4P},\quad b=2\ \text{bohr}^{-1}.$$

This gives $G=0.0036/1.2=0.0030$ hartree for A and $0.0036/0.9=0.0040$ hartree for B. At equal stretch on these relaxed curves, interaction B is stronger by the factor $4/3$.

The relaxed curve $E(r)=\frac12kr^2-Ge^{br}$ is stationary when $kr=Gbe^{br}$. Multiplying by $b/k$ and writing $u=br$,

$$ue^{-u}=\frac{Gb^2}{k}.$$

The left side rises to $1/e$ at $u=1$ and then falls, so there are two solutions if $Gb^2/k<1/e$. At a stationary point $Gb^2e^u=ku$, and therefore $E''=k-Gb^2e^u=k(1-u)$. The solution with $u<1$ is a minimum, the reactant complex; the one with $u>1$ is the saddle. It is also a first-order saddle of the two-dimensional surface: the curvature along $d$ at the relaxed distance is $4Pt^2-Ce^rt=2Pt^2>0$, while the relaxed curve bends downward.

At the saddle $Ge^u=ku/b^2$, which gives

$$S^*=\frac{ku^2}{2b^2},\qquad I^*=-\frac{ku}{b^2},\qquad E^*=\frac{ku(u-2)}{2b^2}.$$

A larger $G$ raises $Gb^2/k$ and so lowers $u$ on this branch. As long as the saddle exists, every increase of $G$ therefore makes it earlier and makes $|I^*|$ smaller. In this model the paradox is the rule. The barrier relative to separated reactants is positive for $u>2$; for $1<u<2$ the saddle lies below them.

For A, $Gb^2/k=0.003\times4/0.08=0.15$, which gives $u=2.994$ and $r=1.497$ bohr. For B the right side is $0.20$, which gives $u=2.543$ and $r=1.271$ bohr. Since $k/b^2=0.02$ hartree, the saddle interactions are $-0.02\times2.994=-0.0599$ and $-0.02\times2.543=-0.0509$ hartree. The strains are $0.01u^2=0.0896$ and $0.0647$ hartree. This is the manuscript's table. The barriers are 78.1 and 36.2 kJ/mol.

The same data thus arise from a substrate that is no easier to deform and a reagent that interacts more strongly. The author's inference does not follow.

The ratio $R$ confirms the mechanism. Here $s=kr=ku/b$ and $\kappa=k(u-1)$, so

$$R=\frac{k^2u^2/b^2}{k(u-1)\,ku/b^2}=\frac{u}{u-1}>1 .$$

For A, $R=1.50$. With $\ln(4/3)=0.288$, the linear formulas starting from A predict a strain change of $-1.50\times0.0599\times0.288=-0.026$ hartree and an interaction change of $+0.50\times0.0599\times0.288=+0.009$ hartree. The finite changes are $-0.0250$ and $+0.0090$ hartree.

The value of $\kappa$, and so of $R$, depends on the path. On the curve relaxed in $d$, scaling the interaction on the surface simply scales $G$, so $R$ from this curve gives the response of the saddle. On a steepest-descent path the path itself shifts when the interaction is scaled, and the curve along it is not simply scaled. Relaxing $d$ gives the largest $\kappa$ per unit stretch, so any other path through the saddle gives a larger $R$. For A it is 1.79 along the steepest-descent direction with equal masses for $r$ and $d$, and 3.1 with a tenfold mass for $d$, while the response to scaling remains that of $R=1.50$.

Why does a smaller Pauli repulsion, which does not depend on $r$ explicitly, shift the saddle along $r$? Along the relaxed path a reduction of $P$ lowers the energy in proportion to $h=e^{-2d}=C^2e^{2r}/(4P^2)$. This grows with stretch because the reagent sits closer to a more stretched substrate.

In general, with coordinates $q$ and Hessian $H$ of $E$ at the saddle, the condition $\nabla E-\varepsilon\nabla h=0$ gives $H\,dq^*/d\varepsilon=\nabla h$. Then

$$\frac{dS^*}{d\varepsilon}=\nabla S\cdot H^{-1}\nabla h,\qquad \frac{dE^*}{d\varepsilon}=-h .$$

The second result holds because $\nabla E=0$ at the saddle. The sign of the strain change cannot be read from $\nabla h$ alone, because $H^{-1}$ mixes the coordinates. In the model $\nabla S$ points along $r$ and $\nabla h$ along $d$, so the sign is set by the off-diagonal element of $H^{-1}$.

**A comparison that answers the question**

For a finite change, compare the curves at a common stretch. Suppose that each saddle is the highest point of its own curve on an interval containing both $x_A$ and $x_B$. Then $E_B(x_B)\ge E_B(x_A)$. Subtracting $E_A(x_A)$ gives a lower bound on the barrier change. Likewise $E_A(x_A)\ge E_A(x_B)$, and replacing the subtracted $E_A(x_A)$ by the smaller $E_A(x_B)$ gives an upper bound:

$$E_B(x_A)-E_A(x_A)\le E_B^*-E_A^*\le E_B(x_B)-E_A(x_B).$$

If the strain function is common, it cancels from both outer expressions, and the barrier change is bracketed by two differences of interaction alone.

The model meets the assumption for $r\ge0$. Its curve starts at $-G$, falls to the complex, rises to the saddle and then falls, and both saddles lie above zero. At the stretch of saddle A, interaction B is stronger by one third of 0.0599, that is 0.0200 hartree. At the stretch of saddle B it is stronger by one quarter of 0.0509, that is 0.0127 hartree. The barrier change, $-0.0159$ hartree or $-41.9$ kJ/mol, lies between $-0.0200$ and $-0.0127$ hartree. These bounds belong to the relaxed curves. On steepest-descent paths with equal masses for $r$ and $d$ they are $-0.0192$ and $-0.0132$ hartree, and they still enclose the barrier change.

Within the model, the differences in the table can now be taken apart. First change the curve at the stretch of saddle A, then move along curve B to its own saddle:

$$E_B^*-E_A^*=\bigl[I_B(x_A)-I_A(x_A)\bigr]+\bigl[E_B(x_B)-E_B(x_A)\bigr].$$

The first bracket is $-0.0200$ hartree. In the second, strain contributes $-0.0250$ and interaction $+0.0290$, which leaves $+0.0040$ hartree. In the model the whole strain difference is relocation. The apparent weakening of the interaction is $-0.0200+0.0290=+0.0090$ hartree, a real gain hidden by a larger loss from reading the curve at a shorter stretch.

The net relocation term is small because it is second order. Expanding about the maximum of curve B, it is $\frac12\kappa_B(x_A-x_B)^2$ plus higher terms. With $\kappa_B=0.123$ hartree/bohr² and a displacement of 0.2255 bohr this gives 0.0031 hartree. The cubic term, from $E'''=-b^2s$ with $s=0.102$ hartree/bohr, adds $4\times0.102\times0.2255^3/6=0.0008$ hartree and accounts for most of the remainder.

**The choice of common coordinate**

Comparing "at the same point of the path" is not yet a complete instruction. Suppose the author used equal approach distance $d$ instead of equal stretch. On the relaxed path $e^r=2Pe^{-d}/C$, so at equal $d$ the stretch in B is shorter by $\ln(0.300/0.225)=0.288$ bohr. At the approach distance of saddle A, substrate B is stretched by 1.209 bohr, with strain 0.0585 and interaction $-0.0449$ hartree. Against the values for A, 0.0896 and $-0.0599$ hartree, the interaction again looks weaker and the strain again looks smaller, although the strain function has not changed.

The reason is that, on paths relaxed in $d$ at fixed $r$, equal $d$ pairs substrates with unequal deformation. Had $r$ been made stationary at fixed $d$ instead, the condition $kr=Ce^{r-d}$ would not contain $P$, and the stretches in A and B would be equal on the same branch of solutions. Such solutions exist only for $d>0.712$ bohr, and both saddles lie on the upper branch, where $E$ is a maximum in $r$, so a scan minimized in $r$ does not reach them. To ask which reagent interacts better with an equally deformed substrate, the common coordinate must fix that deformation; here it is $r$. If several internal coordinates of the substrate deform, equality of one bond length may leave the others different. The strain values at the chosen points should then be reported as well. Unequal values show that the deformation has not been matched; equal values alone do not prove that it has, because different deformations can cost the same energy.

**Where the opposite rule would also fail**

It would be wrong to replace the author's inference by the rule that a stronger interaction gives an earlier saddle with a weaker apparent interaction. Three cases show why.

First, lower interaction curve A uniformly by 0.010 hartree. Then $h'=0$ and the saddle stays at 1.497 bohr with strain 0.0896 hartree. The interaction becomes $-0.0699$ and the barrier 0.0197 hartree. Here the comparison of saddles gives the right cause, because nothing has moved.

Second, add to curve A a stabilization $0.020\,e^{-r}$ hartree, which fades with stretch. The saddle moves later, to 1.523 bohr. Strain rises to 0.0928, the interaction becomes $-0.0675$, and the barrier falls to 0.0253 hartree. The saddle values now exaggerate the gain: the interaction appears 0.0076 hartree stronger, while at the stretch of saddle A the added term is $0.020\times e^{-1.497}=0.0045$ hartree, close to the barrier reduction of 0.0044 hartree.

Third, the strain may have stopped being convex. For an interaction $-ae^{gx}$ the saddle has $s=g|I^*|$ and $\kappa=g^2|I^*|-S''$, so

$$R=\frac{g^2|I^*|}{g^2|I^*|-S''}.$$

Since $\kappa>0$, $R>1$ requires $S''>0$ at the saddle. The harmonic strain above satisfies this everywhere. A bond that is close to breaking need not: a Morse bond with the same force constant and a depth of 0.15 hartree turns concave at a stretch of 1.34 bohr, between the saddle stretches of B and A. Take the Morse strain $S=0.15(1-e^{-x})^2$ hartree with $x$ in bohr, for which $S''=0.30(2e^{-2x}-e^{-x})$ hartree/bohr² is negative beyond $x=\ln2=0.69$ bohr, and let $g=0.5$ bohr⁻¹. Raising $a$ from 0.030 to 0.034 hartree moves the saddle from 1.888 to 1.792 bohr. It is earlier, and the strain falls from 0.1080 to 0.1042 hartree. Yet the saddle interaction strengthens from $-0.0771$ to $-0.0833$ hartree, in accord with $R=0.38$ at both saddles.

**Requested changes**

The table may stay as a decomposition of two barriers. The sentence on cause should be withdrawn. Any replacement needs at least $S(x)$ and $I(x)$ for both reactions over a range of substrate stretch that includes both saddles, although these curves alone may not settle the cause. If the strain curves coincide, the advice to soften the substrate has no support in the comparison of A with B. Softening might still lower a barrier, but that would be a separate change.

If the strain curves differ, both $S_B-S_A$ and $I_B-I_A$ should be given at $x_A$ and at $x_B$. The bracket then applies to their sum, under the same condition on the maxima. If one contribution dominates at both points, the author can name it as the larger difference at those two stretches, but not yet as the cause. The substrate is the same in both reactions, so unequal strains at equal stretch mean that its other coordinates differ, and the reagent may be responsible for that.

The conclusions should also be tied explicitly to the zero of energy used in the table, the separated reactants. For a barrier measured from the reactant complex, the minimum responds to the added stabilization too, and the first-order change is $-[h(x^*)-h(x_{\min})]$. A uniform stabilization then leaves the barrier unchanged, although it lowers the one measured from separated reactants. The numerical output below lists the model values to more digits.

## Table of computed values

```
force constant k = 0.080 hartree/bohr^2
attraction strength C = 0.060 hartree
relaxed interaction exponent b = 2.0 1/bohr
A: Pauli strength P = 0.300 hartree
A: relaxed interaction strength G = 0.0030 hartree
A: saddle u = b r = 2.9936 (no unit)
A: saddle stretch r = 1.4968 bohr
A: saddle approach d = 0.8058 bohr
A: saddle strain = 0.08962 hartree
A: saddle interaction = -0.05987 hartree
A: barrier = 0.02974 hartree = 78.1 kJ/mol
A: strain slope at saddle = 0.11974 hartree/bohr
A: interaction slope at saddle = -0.11974 hartree/bohr
A: kappa = 0.15949 hartree/bohr^2
A: ratio R = 1.5016 (no unit)
B: Pauli strength P = 0.225 hartree
B: relaxed interaction strength G = 0.0040 hartree
B: saddle u = b r = 2.5426 (no unit)
B: saddle stretch r = 1.2713 bohr
B: saddle approach d = 0.7436 bohr
B: saddle strain = 0.06465 hartree
B: saddle interaction = -0.05085 hartree
B: barrier = 0.01380 hartree = 36.2 kJ/mol
B: strain slope at saddle = 0.10171 hartree/bohr
B: interaction slope at saddle = -0.10171 hartree/bohr
B: kappa = 0.12341 hartree/bohr^2
B: ratio R = 1.6482 (no unit)
B-A saddle strain = -0.02497 hartree
B-A saddle interaction = 0.00902 hartree
B-A barrier = -0.01595 hartree = -41.9 kJ/mol
B-A interaction at stretch of saddle A = -0.01996 hartree
B-A interaction at stretch of saddle B = -0.01271 hartree
relocation on B curves, strain part = -0.02497 hartree
relocation on B curves, interaction part = 0.02898 hartree
relocation on B curves, sum = 0.00401 hartree
B at approach d of saddle A: stretch = 1.2091 bohr
B at approach d of saddle A: strain = 0.05848 hartree
B at approach d of saddle A: interaction = -0.04490 hartree
A plus uniform gain of size 0.010 hartree: r = 1.4968 bohr
  strain, interaction, barrier = 0.08962, -0.06987, 0.01974 hartree
A plus fading gain of size 0.020 hartree: r = 1.5231 bohr
  strain, interaction, barrier = 0.09279, -0.06746, 0.02533 hartree
Morse strain: depth = 0.150 hartree, width = 1.0 1/bohr
Morse case: interaction exponent = 0.5 1/bohr
Morse, strength 0.030 hartree: x = 1.8877 bohr, R = 0.3783
  strain, interaction, barrier = 0.10801, -0.07710, 0.03092 hartree
Morse, strength 0.034 hartree: x = 1.7922 bohr, R = 0.3846
  strain, interaction, barrier = 0.10419, -0.08330, 0.02088 hartree
```
